# When a hydrogen atom clears a silicon dangling level from the gap

Before a calculation on a silicon surface or a Si/SiO$_2$ interface is used to look for defect levels, one must decide whether putting hydrogen on a broken bond really removes that bond's level from the band gap. If the coupling between the two atoms is too weak, the capped bond leaves a level of its own, which can be mistaken for a defect. The decision rests on how large the coupling must be, given the two starting energies and the band edges.

Take one dangling hybrid $|h\rangle$ of energy $e_h$ and one hydrogen 1s orbital $|H\rangle$ of energy $e_H$. Assume first that they are orthonormal, that the coupling $V=\langle h|\hat H|H\rangle$ is real, and that nothing else couples to them. The valence and conduction edges are $E_v$ and $E_c$, with $E_g=E_c-E_v$. The bare hybrid is a gap level, so $E_v<e_h<E_c$, while $e_H$ may lie anywhere. Each orbital brings one electron, and in this one-electron picture the two fill the lower level of the pair.

For a state $a|h\rangle+b|H\rangle$ of energy $E$, projecting the Schrödinger equation on each orbital gives

$$
(E-e_h)\,a=V b,\qquad (E-e_H)\,b=V a .
$$

Multiply the first equation by $(E-e_H)$ and replace $(E-e_H)b$ by $Va$. The result is $p(E)\,a=0$ with

$$
p(E)=(E-e_h)(E-e_H)-V^2 .
$$

For $V\neq0$, $a=0$ would force $b=0$, so the levels are the roots of $p$:

$$
E_\pm=\frac{e_h+e_H}{2}\pm\sqrt{\left(\frac{e_h-e_H}{2}\right)^2+V^2}.
$$

One could now demand $E_+>E_c$ and $E_-<E_v$ and square the roots, but the signs then need care. The shape of $p$ gives the answer more directly. It is a parabola opening upward, negative between its roots and positive outside them. At the hybrid energy $p(e_h)=-V^2<0$, so

$$
E_-<e_h<E_+ .
$$

Since $e_h$ is in the gap, $E_+$ is above $E_v$ and can leave the gap only through the top. Likewise $E_-$ is below $E_c$ and can leave only through the bottom. The two levels cannot both escape on the same side.

If $E_-<E_v$ and $E_+>E_c$, both edges lie between the roots, so $p(E_v)<0$ and $p(E_c)<0$. Conversely, if $p$ is negative at both edges, both edges lie between the roots, and the whole gap does too. The two levels are therefore outside the gap, edges included, if and only if

$$
V^2>(E_v-e_h)(E_v-e_H)\quad\text{and}\quad V^2>(E_c-e_h)(E_c-e_H).
$$

The first inequality puts the bonding level below the valence edge, and the second puts the antibonding level above the conduction edge. Equality places a level on an edge. The sign of $V$ does not matter here, because it can be reversed by changing the sign of one orbital.

Which inequality matters depends on the hydrogen level. If $e_H<E_v$, then $E_v-e_h$ is negative and $E_v-e_H$ is positive. The first right side is negative and the first inequality holds by itself: the lower level starts below the gap and is pushed further down. The second then sets the minimum coupling,

$$
|V|_{\min}=\sqrt{(E_c-e_h)(E_c-e_H)} .
$$

A deeper hydrogen level makes this larger, since a more distant level repels the hybrid less. If $e_H>E_c$, the roles of the edges are exchanged. If $e_H$ is inside the gap, both right sides are positive and both inequalities restrict $V$. Their difference is

$$
\begin{aligned}
&(E_c-e_h)(E_c-e_H)-(E_v-e_h)(E_v-e_H)\\
&\quad=E_c^2-E_v^2-(E_c-E_v)(e_h+e_H)\\
&\quad=E_g\left[(E_c+E_v)-(e_h+e_H)\right],
\end{aligned}
$$

so the conduction edge is the harder one to clear when the mean of the two starting levels is below midgap. When both levels are at midgap, each right side is $(E_g/2)^2$ and the condition is $|V|>E_g/2$.

For numbers, set $E_v=0$ and take a gap close to that of silicon and round illustrative values for the rest: $E_g=1.12$ eV, $e_h=0.56$ eV, $e_H=-2.00$ eV and $V=-4.00$ eV. The mean of the starting levels is $-0.72$ eV and half their separation is $1.28$ eV, so

$$
E_\pm=-0.72\pm\sqrt{1.28^2+4.00^2}=-0.72\pm4.20\ \text{eV}.
$$

The bonding level is at $-4.92$ eV and the antibonding level at $3.48$ eV, which is $2.36$ eV above the conduction edge. The right sides of the inequalities are

$$
(-0.56)(2.00)=-1.12\ \text{eV}^2,\qquad (0.56)(3.12)=1.75\ \text{eV}^2,
$$

against $V^2=16$ eV$^2$. The minimum coupling is $\sqrt{1.75}=1.32$ eV, and the chosen one exceeds it by a factor of 3.0.

Now move the hydrogen level to $0.20$ eV, inside the gap, and keep the hybrid and the edges fixed. The valence edge requires $|V|>\sqrt{0.56\times0.20}=0.33$ eV and the conduction edge requires $|V|>\sqrt{0.56\times0.92}=0.72$ eV. Between these two values the bonding level has left the gap and the antibonding level has not.

Atomic orbitals on neighbouring atoms are not orthogonal. Let $S=\langle h|H\rangle$ with $|S|<1$. The projected equations become $(E-e_h)a=(V-ES)b$ and $(E-e_H)b=(V-ES)a$, and the secular function is

$$
\begin{aligned}
q(E)&=(E-e_h)(E-e_H)-(V-ES)^2\\
&=(1-S^2)E^2-(e_h+e_H-2VS)E+e_he_H-V^2 .
\end{aligned}
$$

Its leading coefficient is positive, and $q(e_h)=-(V-e_hS)^2\le0$, so the argument from the shape of the parabola still holds. The conditions become

$$
(V-E_vS)^2>(E_v-e_h)(E_v-e_H),\qquad (V-E_cS)^2>(E_c-e_h)(E_c-e_H).
$$

With overlap, $V$ alone has no meaning until the zero of energy is fixed. Raising all energies by $c$ changes $V$ to $V+cS$ and $E$ to $E+c$, which leaves $V-ES$ unchanged.

Overlap also makes the repulsion unequal. Write $m=(e_h+e_H)/2$. The sum of the roots of $q$ is $(2m-2VS)/(1-S^2)$, so the rise of the upper level minus the fall of the lower one is

$$
E_++E_--2m=\frac{2m-2VS-2m(1-S^2)}{1-S^2}
=-\frac{2S\,(V-mS)}{1-S^2}.
$$

For a positive overlap and the usual bonding sign, $V-mS<0$, this is positive: the antibonding level rises by more than the bonding level falls.

The pair has so far been treated as isolated, but the hybrid also couples to the other hybrids of its own atom, and through them to the bands. Let $\hat H_0$ describe the silicon with its bare dangling hybrid, and let hydrogen couple to $|h\rangle$ alone. Write a gap state as $|\phi\rangle+b|H\rangle$, with $|\phi\rangle$ in the silicon. Then

$$
(E-\hat H_0)|\phi\rangle=bV|h\rangle,\qquad (E-e_H)b=V\langle h|\phi\rangle .
$$

Solve the first equation for $|\phi\rangle$ and project on $|h\rangle$. This gives $\langle h|\phi\rangle=bV\,G(E)$ with $G(E)=\langle h|(E-\hat H_0)^{-1}|h\rangle$. The second equation then becomes

$$
\frac{1}{G(E)}=\frac{V^2}{E-e_H}.
$$

For an isolated hybrid $1/G=E-e_h$, and $p(E)=0$ is recovered. In general, eliminating the rest of the silicon gives

$$
\frac1{G(E)}=E-e_h-\sum_k\frac{|t_k|^2}{E-\epsilon_k},
$$

where $\epsilon_k$ are the levels of the silicon with the hybrid removed and $t_k$ are their couplings to it. Suppose that none of these $\epsilon_k$ is in the gap. The derivative of $1/G$ there is $1+\sum_k|t_k|^2/(E-\epsilon_k)^2$, which is positive. Take $e_H<E_v$. Then $-V^2/(E-e_H)$ also increases through the gap, and so does

$$
F(E)=\frac1{G(E)}-\frac{V^2}{E-e_H}.
$$

The bare dangling level is the zero of $1/G$ in the gap, so $1/G(E_v)<0$ and hence $F(E_v)<0$. A state is absent from the gap, edges included, when $F$ is still negative at the top:

$$
V^2>\frac{E_c-e_H}{G(E_c)} .
$$

The bands therefore enter through one number, $1/G(E_c)$, which replaces $E_c-e_h$.

A half-infinite chain gives this number in closed form. Each atom carries two hybrids of energy $e_h$, coupled to each other by $V_1$, and neighbouring atoms are joined by a bond coupling $V_2>V_1>0$. The first hybrid dangles. With $x=E-e_h$, the bulk bands obey $x^2=V_1^2+V_2^2+2V_1V_2\cos k$. The gap edges are thus at $x=\pm(V_2-V_1)$, and $E_g=2(V_2-V_1)$.

Let $G'$ be the end Green function of the chain left after the dangling hybrid is removed. Removing one hybrid at a time gives

$$
\frac1G=x-V_1^2G',\qquad \frac1{G'}=x-V_2^2G .
$$

With $g=1/G$, the second relation is $G'=g/(xg-V_2^2)$. Insert it in the first and multiply by $xg-V_2^2$:

$$
g(xg-V_2^2)=x(xg-V_2^2)-V_1^2g .
$$

Collecting powers of $g$ gives

$$
xg^2-(x^2+V_2^2-V_1^2)\,g+xV_2^2=0 .
$$

The discriminant factors as $[(x-V_2)^2-V_1^2][(x+V_2)^2-V_1^2]$. It is positive inside the gap and vanishes at $x=V_2-V_1$. The two roots have product $V_2^2$. The one needed is the smaller in magnitude, which goes to zero at $x=0$, where the dangling level sits. In the gap it obeys $|g|<V_2$, and $|x|<V_2$ as well, so $xg-V_2^2$ cannot vanish. Hence $G'$ has no pole in the gap, as the general argument required. At the conduction edge the roots coincide:

$$
\frac1{G(E_c)}=\frac{(V_2-V_1)^2+V_2^2-V_1^2}{2(V_2-V_1)}
=\frac{2V_2(V_2-V_1)}{2(V_2-V_1)}=V_2 .
$$

For this host and $e_H<E_v$, clearing the gap requires

$$
V^2>V_2\,(E_c-e_H),
$$

whereas the isolated pair with $e_h$ at midgap requires only $V^2>(E_g/2)(E_c-e_H)$. The silicon bond strength has taken the place of half the gap.

With $V_2=4.00$ eV, the gap of $1.12$ eV fixes $V_1=3.44$ eV. The minimum coupling becomes $\sqrt{4.00\times3.12}=3.53$ eV, which is 2.7 times the isolated-pair value. The example still passes, but with a margin of 13% instead of a factor of three. At $|V|=2.00$ eV, with all else fixed, the two criteria disagree. The isolated pair puts its upper level at $1.65$ eV, outside the gap. Numerical diagonalization of a chain of 1201 hybrids with hydrogen on its dangling end finds a level at $0.89$ eV, inside it. The quadratic agrees: at $x=0.33$ eV its smaller root is $g=1.38$ eV, and $V^2/(E-e_H)=4.00/2.89=1.38$ eV.

Part of the increase comes from the spreading of the dangling state. At $x=0$ the amplitude on every second hybrid is zero, and on the others it falls by a factor $-V_1/V_2$ per atom. The weight on the end hybrid is therefore

$$
Z=\left[\sum_{n=0}^{\infty}\left(\frac{V_1}{V_2}\right)^{2n}\right]^{-1}=1-\left(\frac{V_1}{V_2}\right)^2=0.26 .
$$

Near the dangling level $G\approx Z/x$, so $1/G\approx x/Z$. Carried to the conduction edge, this estimate gives $0.56/0.26=2.2$ eV. The full value is 4.0 eV, and the remainder comes from the band states in $G$.

The levels $E_\pm$ also change their meaning inside the bands. Let the antibonding orbital of the pair be $|+\rangle=c_h|h\rangle+c_H|H\rangle$, and let $|1\rangle$ be the other hybrid of the end atom. The full Hamiltonian gives

$$
\hat H|+\rangle=E_+|+\rangle+c_hV_1|1\rangle .
$$

Since $|1\rangle$ is orthogonal to $|+\rangle$, the mean energy is $E_+$ and the standard deviation is $V_1|c_h|$. Here $c_h^2=\tfrac12(1+1.28/4.20)=0.65$, so the spread is $3.44\times0.81=2.8$ eV. This exceeds the $2.36$ eV between $E_+$ and the conduction edge. The position of $E_+$ alone thus cannot show that the gap is empty; the condition on $G(E_c)$ does.

How do these parameters compare with a real Si–H bond? As a rough scale, take silane at a chosen Si–H distance of $0.148$ nm, in the PBE approximation with the minimal STO-3G basis. The silicon 3s and 3p functions, made orthogonal to the core, are combined into four hybrids pointing at the hydrogens. After symmetric orthogonalization of all eight valence functions, the Kohn–Sham matrix gives a Si–H coupling of $-7.9$ eV, well above the size chosen above. Hydrogen lies about $1.3$ eV below the hybrid, against $2.56$ eV in the example. The coupling between hybrids of the same atom is $1.5$ eV in magnitude, less than half the chain's $V_1$. Without orthogonalization between silicon and hydrogen, one hybrid and its hydrogen overlap by $0.59$. Treated as a pair with the hybrid placed at midgap, their lower level falls by $2.7$ eV and their upper level rises by $12.2$ eV, so the inequality of the shifts is large. These figures depend on the basis and on how the atomic functions are defined. With the larger cc-pVTZ basis and intrinsic atomic orbitals in place of the STO-3G functions, the coupling becomes $-6.6$ eV, the hydrogen offset $1.0$ eV and the same-atom coupling $1.0$ eV in magnitude. The overlap becomes $0.73$, the fall $1.4$ eV and the rise $11.1$ eV. With intrinsic atomic orbitals the offset still moves from $0.92$ to $1.04$ eV among the cc-pVDZ, cc-pVTZ and def2-TZVP bases, while the coupling stays at $-6.6$ eV. In the same orthogonalized matrices hydrogen also couples to each of the three other hybrids, by $-0.55$ eV in STO-3G and $-0.7$ eV in cc-pVTZ, a term the model sets to zero. Only the rough sizes should therefore be used, and they still omit the solid, the oxide and relaxation.

One dangling bond at the Si/SiO$_2$ interface is the P$_\text{b}$ centre, a silicon atom bonded to three others. The chain is not a model of this centre: its end weight of 0.26 follows from the chosen $V_1$ and $V_2$, and its threshold should not be read as a silicon value. At a real interface the pair is not isolated; in the chain, coupling to the bands raises the minimum coupling from $1.3$ to $3.5$ eV. Electron repulsion also makes the dangling level depend on its charge. A rough shift of $0.3$ eV downward raises the isolated-pair minimum to $1.64$ eV, and the same shift upward lowers it to $0.90$ eV. Widening the gap by $0.05$ eV, with $e_h$ and $e_H$ fixed relative to $E_v$, gives $1.39$ eV. At 400 K the thermal energy is $0.034$ eV, small beside the gap and the minimum couplings.

The inequalities also say when a level returns as hydrogen is pulled away and $|V|$ decreases. With the other energies held fixed, the example's level re-enters the gap when the coupling has dropped to 33% of its initial value for the isolated pair, but already at 88% for the chain. Neither figure is a bond-breaking energy, which also needs the repulsion between the atoms and the interaction between the electrons. For a calculation on a capped surface where hydrogen couples only to the dangling hybrid, the isolated-pair inequalities are a first screen that can reject a bond but cannot approve it. If hydrogen also couples appreciably to other silicon orbitals, even a failed screen is not conclusive, and a direct calculation is needed. Take $e_H<E_v$ and let $e_h$ be the actual bare dangling level. Since $1/G$ rises through the gap with a slope of at least one, $1/G(E_c)\ge E_c-e_h$, and a bond that fails the screen also fails in the host treated above. Passing proves less: in the chain, a coupling 1.5 times the isolated-pair minimum leaves a level $0.23$ eV below the conduction edge, and one 2.6 times the minimum still leaves a level, though only about $0.001$ eV below the edge, much less than the thermal energy. The host's Green function at the band edge, or a direct calculation of the capped structure, must then decide.
